# Ewald summation of the $r^{-6}$ dispersion energy, forces and pressure, part 1

(Sections cited here and not found follow in the second part.)

### Definitions and conventions

Hartree atomic units are used: lengths in bohr, energies in hartree ($E_h$), dispersion coefficients in $E_h\,\mathrm{bohr}^6$. The system is periodic in three dimensions, with a cell of volume $V$, lattice vectors $\mathbf T$, and reciprocal vectors $\mathbf k$ defined by $e^{i\mathbf k\cdot\mathbf T}=1$ for all $\mathbf T$. Each reciprocal vector occupies a volume $(2\pi)^3/V$ of $\mathbf k$ space. The cell holds $N$ sites at $\mathbf r_1,\dots,\mathbf r_N$, with $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, and no site coincides with another site or with an image of one. Sites interact through $-C_{ij}/r^6$, where $C_{ij}=C_{ji}$ are constants that do not depend on the positions. The energy per cell is

$$E=-\frac12\sum_{i,j=1}^{N}{\sum_{\mathbf T}}'\frac{C_{ij}}{|\mathbf r_{ij}+\mathbf T|^{6}} .\tag{1}$$

The prime omits the terms with $i=j$ and $\mathbf T=0$, and the factor $\frac12$ cancels the double counting of pairs. The Fourier transform is $\hat u(\mathbf k)=\int u(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r$. The splitting parameter $\beta>0$ is an inverse length, and two dimensionless variables are built from it, $a=\beta r$ and $b=k/2\beta$.

The number of lattice points between $r$ and $r+dr$ grows as $r^2dr$, and $\int^\infty r^{2}r^{-6}dr$ is finite, so (1) converges absolutely. Its value does not depend on the order of summation, and no term depending on the shape or surface of the crystal arises.

### Error of direct truncation

Let $u(r)$ be integrable outside a sphere of radius $R$, and average $\sum_{\mathbf T}u(|\mathbf x+\mathbf T|)$, restricted to $|\mathbf x+\mathbf T|>R$, over $\mathbf x$ in the cell. The translated cells tile space, so the average is exactly

$$\Big\langle\sum_{|\mathbf x+\mathbf T|>R}u\Big\rangle_{\mathbf x}=\frac1V\int_R^\infty 4\pi r^2u(r)\,dr .\tag{2}$$

Using this average for every pair is the continuum estimate of a truncation error. For $u=r^{-6}$ the integral is $4\pi/3R^3$, and the part of (1) that lies beyond $R$ is estimated as

$$E_{\rm tail}(R)=-\frac{2\pi}{3VR^3}\sum_{ij}C_{ij}.\tag{3}$$

The number of retained terms grows as $R^3$, so the error of plain truncation falls only as the inverse of the work. Adding (3) removes the leading error but leaves one set by the discreteness of the lattice. For a one-site cell let $n(r)=4\pi r^3/3V+\delta(r)$ be the number of vectors $\mathbf T\ne0$ within $r$. The omitted energy is $-\frac C2\int_R^\infty r^{-6}dn$, and an integration by parts of the $\delta$ piece gives

$$E_{\rm omitted}-E_{\rm tail}=\frac{C}{2}\frac{\delta(R)}{R^6}-3C\int_R^\infty\frac{\delta(r)}{r^7}\,dr .\tag{4}$$

This residual is irregular in $R$ and still decays only as a power.

### Splitting the kernel

With $w=s^2r^2$ one has $s^5ds=w^2dw/2r^6$, and $\int_0^\infty w^2e^{-w}dw=2$. Therefore

$$\frac1{r^6}=\int_0^\infty s^5e^{-s^2r^2}ds=\underbrace{\int_\beta^\infty s^5e^{-s^2r^2}ds}_{\psi(r)}+\underbrace{\int_0^\beta s^5e^{-s^2r^2}ds}_{\phi(r)} .\tag{5}$$

The piece $\psi$ holds the narrow Gaussians and $\phi$ the wide ones. Define $G_n=\int_{a^2}^\infty w^ne^{-w}dw$. Integration by parts gives $G_n=a^{2n}e^{-a^2}+nG_{n-1}$ with $G_0=e^{-a^2}$, so

$$G_1=e^{-a^2}(a^2+1),\qquad G_2=e^{-a^2}(a^4+2a^2+2),\qquad G_3=e^{-a^2}(a^6+3a^4+6a^2+6).$$

Since $\psi=G_2/2r^6$,

$$\psi(r)=\frac{g(a)}{r^6},\qquad g(a)=e^{-a^2}\Big(1+a^2+\frac{a^4}{2}\Big),\qquad \phi(r)=\frac{1-g(a)}{r^6}.\tag{6}$$

The polynomial in $g$ consists of the first three terms of the series of $e^{a^2}$. Hence $1-g=e^{-a^2}(a^6/6+\dots)$, which starts at order $a^6$ and cancels the singularity of $r^{-6}$. The integral form gives the value at the origin directly:

$$\phi(0)=\int_0^\beta s^5ds=\frac{\beta^6}{6}.\tag{7}$$

The integrand of $\phi$ is positive, decreases with $r$, and is part of the integrand for $r^{-6}$, so $0<\phi(r)\le\min(\beta^6/6,\;r^{-6})$. The function $\psi$ keeps the full singularity and decays as $\beta^4e^{-\beta^2r^2}/2r^2$; the function $\phi$ is smooth and keeps the full $r^{-6}$ tail.

### Transform of the smooth part

Let $I(q)=\int_{-\infty}^\infty e^{-s^2x^2-iqx}dx$. Differentiating, $I'(q)=-i\int xe^{-s^2x^2}e^{-iqx}dx$. Writing $xe^{-s^2x^2}=-\frac{1}{2s^2}\frac{d}{dx}e^{-s^2x^2}$ and integrating by parts gives $I'=-(q/2s^2)I$. With $I(0)=\sqrt\pi/s$ the solution is $I=(\sqrt\pi/s)e^{-q^2/4s^2}$, and the product of three such factors is the transform $\pi^{3/2}s^{-3}e^{-k^2/4s^2}$ of $e^{-s^2r^2}$. The $s$ and $\mathbf r$ integrals may be exchanged because $\int_0^\beta s^5\pi^{3/2}s^{-3}ds$ is finite. With $s=\beta u$,

$$\hat\phi(k)=\pi^{3/2}\int_0^\beta s^2e^{-k^2/4s^2}ds=\pi^{3/2}\beta^3f(b),\qquad f(b)=\int_0^1u^2e^{-b^2/u^2}du .\tag{8}$$

For $b>0$ the substitution $u=b/v$, $du=-b\,dv/v^2$, gives $f=b^3J_4(b)$, where $J_n(b)=\int_b^\infty v^{-n}e^{-v^2}dv$. Integrating the identity $\frac{d}{dv}\big(v^{1-n}e^{-v^2}\big)=-(n-1)v^{-n}e^{-v^2}-2v^{2-n}e^{-v^2}$ from $b$ to $\infty$ yields the recurrence $(n-1)J_n=b^{1-n}e^{-b^2}-2J_{n-2}$. Starting from $J_0=\frac{\sqrt\pi}{2}\operatorname{erfc}b$,

$$J_2=\frac{e^{-b^2}}{b}-\sqrt\pi\operatorname{erfc}b,\qquad J_4=\frac{e^{-b^2}}{3b^3}-\frac23J_2 ,\tag{9}$$

and multiplication of $J_4$ by $b^3$ gives

$$f(b)=\frac13\Big[(1-2b^2)e^{-b^2}+2\sqrt\pi\,b^3\operatorname{erfc}b\Big].\tag{10}$$

Three properties are needed later. First, (8) shows $f>0$ and $f(0)=\frac13$. Second, $v^{-4}=v^{-5}v\le b^{-5}v$ for $v\ge b$, and $\int_b^\infty ve^{-v^2}dv=\frac12e^{-b^2}$, so

$$f(b)\le\frac{e^{-b^2}}{2b^2}.\tag{11}$$

The same identity with $n=6$ gives $J_4=\frac12b^{-5}e^{-b^2}-\frac52J_6$, and $J_6\le\frac12b^{-7}e^{-b^2}$, so the bound (11) is also the leading behaviour at large $b$. Third, differentiating (8) under the integral and substituting $u=b/v$ again,

$$f'(b)=-2b\int_0^1e^{-b^2/u^2}du=-2b^2J_2=-2b\big[e^{-b^2}-\sqrt\pi\,b\operatorname{erfc}b\big].\tag{12}$$

The small-$k$ form of $\hat\phi$ shows where the long range of the interaction has gone. In (10) write $\operatorname{erfc}=1-\operatorname{erf}$. The product $b^3\operatorname{erf}b$ is even in $b$, so the only odd term of $f$ is $\frac23\sqrt\pi\,b^3$, and $f=\frac13-b^2+\frac23\sqrt\pi\,b^3+O(b^4)$. With $b=k/2\beta$,

$$\hat\phi(k)=\frac{\pi^{3/2}\beta^3}{3}-\frac{\pi^{3/2}\beta}{4}k^2+\frac{\pi^2}{12}k^3+O(k^4).\tag{13}$$

The term in $k^3=|\mathbf k|^3$ is the only one that is not analytic in the components of $\mathbf k$. It cannot depend on $\beta$, because $\partial\phi/\partial\beta=\beta^5e^{-\beta^2r^2}$ has a Gaussian transform, which is analytic. It belongs to the power law itself: for $0<\nu<3$ the steps (5) and (8) applied to $r^{-\nu}=\frac{2}{\Gamma(\nu/2)}\int_0^\infty s^{\nu-1}e^{-s^2r^2}ds$, with $v=k/2s$, give the transform $\pi^{3/2}2^{3-\nu}k^{\nu-3}\,\Gamma(\frac{3-\nu}{2})/\Gamma(\frac\nu2)$. Continued to $\nu=6$, where $\Gamma(-\frac32)=\frac43\sqrt\pi$ and $\Gamma(3)=2$, this is $\pi^2k^3/12=0.822467\,k^3$. At $\nu=1$ it is the Coulomb transform $4\pi/k^2$, which diverges at $k=0$, whereas (13) is finite there.

### The periodic sum of the smooth part

Let $\Phi(\mathbf x)=\sum_{\mathbf T}\phi(|\mathbf x+\mathbf T|)$ with no term omitted. The bound on $\phi$ makes the sum uniformly convergent, so $\Phi$ is continuous and periodic. Its Fourier coefficients follow by joining the translated cells into all space, using $e^{-i\mathbf k\cdot\mathbf x}=e^{-i\mathbf k\cdot(\mathbf x+\mathbf T)}$:

$$\frac1V\int_{\rm cell}\Phi(\mathbf x)e^{-i\mathbf k\cdot\mathbf x}d^3x=\frac1V\int\phi(r)e^{-i\mathbf k\cdot\mathbf r}d^3r=\frac{\hat\phi(k)}{V}.$$

By (11) these coefficients are absolutely summable, so the Fourier series defines a continuous function with the same coefficients as $\Phi$. The difference of the two is continuous with all coefficients zero, and it vanishes by completeness of the plane waves on the cell. Since $\mathbf k$ and $-\mathbf k$ carry the same coefficient, the sines cancel:

$$\sum_{\mathbf T}\phi(|\mathbf x+\mathbf T|)=\frac{\pi^{3/2}\beta^3}{V}\sum_{\mathbf k}f(b)\cos(\mathbf k\cdot\mathbf x),\tag{14}$$

with $\mathbf k=0$ included.

### The four terms

Insert $r^{-6}=\psi+\phi$ into (1); both sums converge absolutely and may be separated. The $\phi$ sum carries the prime, and (14) does not. Adding and subtracting the $N$ omitted terms,

$$-\frac12\sum_{ij}{\sum_{\mathbf T}}'C_{ij}\,\phi=-\frac12\sum_{ij}C_{ij}\Phi(\mathbf r_{ij})+\frac12\phi(0)\sum_iC_{ii}.$$

Using (14) for $\Phi$, separating $\mathbf k=0$ with $f(0)=\frac13$, and using (7), one obtains $E=E_{\rm real}+E_{\rm rec}+E_0+E_{\rm self}$ with

$$E_{\rm real}=-\frac12\sum_{ij}{\sum_{\mathbf T}}'C_{ij}\frac{g(\beta r)}{r^6},\qquad r=|\mathbf r_{ij}+\mathbf T|,\tag{15a}$$

$$E_{\rm rec}=-\frac{\pi^{3/2}\beta^3}{2V}\sum_{\mathbf k\ne0}f\Big(\frac{k}{2\beta}\Big)W(\mathbf k),\qquad W(\mathbf k)=\sum_{ij}C_{ij}\cos(\mathbf k\cdot\mathbf r_{ij}),\tag{15b}$$

$$E_0=-\frac{\pi^{3/2}\beta^3}{6V}\sum_{ij}C_{ij},\qquad E_{\rm self}=+\frac{\beta^6}{12}\sum_iC_{ii}.\tag{15c}$$

No approximation has been made, so the total is independent of $\beta$. The separate terms are not, and none has a physical meaning apart from the chosen $\beta$.

The term $E_0=-\frac1{2V}\sum_{ij}C_{ij}\int\phi\,d^3r$ is the energy of the smooth interaction if the partners of every site are spread uniformly over space; $E_{\rm rec}$ corrects for the departure from uniformity. In the Coulomb sum the $\mathbf k=0$ weight is the squared total charge and vanishes for a neutral cell. Here the weight is $W(0)=\sum_{ij}C_{ij}$, a sum of positive numbers for attractive dispersion, and nothing cancels it. Omitting $E_0$ shifts the energy by an amount proportional to $\beta^3/V$, which corrupts the energy and the pressure but, being independent of the positions, leaves the forces untouched. A check of forces alone does not reveal the omission. The term $E_{\rm self}$ is positive because it removes an attraction, that of each site to itself through $\phi(0)$. As $\beta\to0$ in a fixed cell, $g\to1$, $E_0$ and $E_{\rm self}$ vanish as $\beta^3$ and $\beta^6$, $E_{\rm rec}$ vanishes faster by (11), and (1) is recovered.

The double sum in $W$ can be reduced to single sums. Let the sites belong to species $\sigma$, with $C_{ij}=C_{\sigma_i\sigma_j}$, and let $S_\sigma(\mathbf k)=\sum_{j\in\sigma}e^{i\mathbf k\cdot\mathbf r_j}$. Because $C$ is symmetric, $\sum_{ij}C_{ij}\sin(\mathbf k\cdot\mathbf r_{ij})=0$ and $W=\sum_{\sigma\tau}C_{\sigma\tau}S_\sigma S_\tau^*$. The real symmetric species matrix has the form $C_{\sigma\tau}=\sum_m\lambda_mU_{\sigma m}U_{\tau m}$ with real orthogonal $U$, so

$$W(\mathbf k)=\sum_m\lambda_m\Big|\sum_\sigma U_{\sigma m}S_\sigma(\mathbf k)\Big|^2 .\tag{16}$$

For a fixed number of species this costs $O(N)$ per $\mathbf k$. When $C_{ij}=c_ic_j$ with real $c_i$, a matrix of rank one, $W$ reduces to a single $|\sum_jc_je^{i\mathbf k\cdot\mathbf r_j}|^2$. If all $\lambda_m\ge0$ then $W\ge0$; if also all $C_{ij}\ge0$, every term of (15a) and (15b) is non-positive, and a truncated sum lies above the exact energy.

The conditions of (1) mark the limits of the result. A pair that is to be excluded, such as two sites of one molecule, is removed by dropping its real-space term and adding $+C_{ij}\phi(r_{ij})$, since its smooth part is still present in (14). A damped interaction is (1) plus the sum of the difference between damped and bare kernels, and that difference needs its own convergence analysis: for the kernel $1/(r^6+R_0^6)$ it decays as $R_0^6/r^{12}$, a power law. Coefficients that depend on the positions through the environment of each site, so that $C_{ij}$ is the same for every image $\mathbf T$, leave (15) valid but add derivative terms to the forces and the pressure; the reduction (16) to a few species and the identity $PV=2E$ derived below then no longer hold in general. Orientation-dependent coefficients and systems periodic in only one or two directions require a different form of (14).

### Forces

From (5), $\psi'(r)=-2r\int_\beta^\infty s^7e^{-s^2r^2}ds$, and $s^7ds=w^3dw/2r^8$, so $\psi'=-G_3/r^7$, that is

$$\psi'(r)=-\frac{6h(a)}{r^7},\qquad h(a)=e^{-a^2}\Big(1+a^2+\frac{a^4}{2}+\frac{a^6}{6}\Big).\tag{17}$$

In (15a) the position $\mathbf r_l$ occurs in the terms with $i=l$ and in those with $j=l$; the terms with $i=j$ do not depend on it. A term with $i=l$ and vector $\mathbf r=\mathbf r_{lj}+\mathbf T$ has gradient $\psi'\,\mathbf r/r$. The term with the indices exchanged and $\mathbf T\to-\mathbf T$ has vector $-\mathbf r$, the same length, and hence the same gradient. The two sets cancel the factor $\frac12$, and the minus sign in $\mathbf F_l=-\partial E/\partial\mathbf r_l$ cancels that of (15a). In (15b) the same doubling gives $\partial W/\partial\mathbf r_l=-2\mathbf k\sum_jC_{lj}\sin(\mathbf k\cdot\mathbf r_{lj})$, and the three minus signs (force, prefactor, derivative of the cosine) leave one:

$$\mathbf F_l=-6\sum_{j\neq l}\sum_{\mathbf T}C_{lj}\,h(\beta r)\frac{\mathbf r}{r^8}-\frac{\pi^{3/2}\beta^3}{V}\sum_{\mathbf k\ne0}\mathbf k\,f(b)\sum_jC_{lj}\sin(\mathbf k\cdot\mathbf r_{lj}).\tag{18}$$

The vector $\mathbf r$ points from the partner to site $l$, so the first sum is attractive and tends to the bare force as $\beta\to0$. The inner sum is evaluated at cost $O(1)$ per site and per $\mathbf k$ as $\operatorname{Im}\big[e^{i\mathbf k\cdot\mathbf r_l}\big(\sum_\tau C_{\sigma_l\tau}S_\tau\big)^*\big]$.

### Pressure

The static pressure is $P=-dE/dV$ under a uniform dilation $\mathbf r\to\lambda\mathbf r$, $\mathbf T\to\lambda\mathbf T$, with no kinetic part. Then $V\to\lambda^3V$ and $\mathbf k\to\mathbf k/\lambda$, the phases $\mathbf k\cdot\mathbf r_{ij}$ and $W$ are unchanged, and $PV=-\frac13\,dE/d\lambda$ at $\lambda=1$. Since $E$ does not depend on $\beta$, one may hold $\beta$ fixed. The real-space term gives $dE_{\rm real}/d\lambda=-\frac12\sum\sum'C_{ij}\,r\psi'=3\sum\sum'C_{ij}h/r^6$. In the reciprocal term, $\frac{d}{d\lambda}\big[\lambda^{-3}f(b/\lambda)\big]=-3f-bf'$. Finally $E_0\propto\lambda^{-3}$ and $E_{\rm self}$ is constant. Multiplying each derivative by $-\frac13$,

$$PV=-\sum_{ij}{\sum_{\mathbf T}}'C_{ij}\frac{h(\beta r)}{r^6}-\frac{\pi^{3/2}\beta^3}{2V}\sum_{\mathbf k\ne0}\Big(f+\frac{bf'}{3}\Big)W+E_0 .\tag{19}$$

The bare sum (1) scales as $\lambda^{-6}$, so $PV=2E$ exactly. Equation (19) contains no self term while $2E$ does, which makes their equality a check on an implementation that involves every term of (15). Each term of (15) scales as $\lambda^{-6}$ under $\mathbf r\to\lambda\mathbf r$, $\beta\to\beta/\lambda$, so for any combination of the terms $PV-2E=-\frac\beta3\,\partial E/\partial\beta$. For the energy this check is therefore the differential form of independence of $\beta$; what it adds is a test of $h$ and $f'$. Neither check detects an error that multiplies all terms by a common factor. From $f=b^3J_4$ and (12),

$$f+\frac{bf'}{3}=b^3\int_b^\infty\Big(v^{-4}-\frac23v^{-2}\Big)e^{-v^2}dv,$$

and the bracket is negative for $v^2>\frac32$. Every reciprocal vector with $b^2\ge\frac32$ and $W>0$ therefore contributes a positive pressure, although its energy is negative.

### Truncation error

Both sums are cut where their Gaussian arguments reach the same value $p$: $a\le p$ and $b\le p$, or $R_c=p/\beta$ and $k_c=2\beta p$.

For the real-space sum, (2) requires $t(\beta,p)=\int_{R_c}^\infty4\pi r^2\psi\,dr$. With $v=\beta r$ the integrand is $4\pi\beta^3(v^{-4}+v^{-2}+\frac12)e^{-v^2}$, so $t=4\pi\beta^3(J_4+J_2+\frac12J_0)$ at argument $p$. By (9), $J_4+J_2=e^{-p^2}/3p^3+\frac13J_2$, and the error-function terms combine as $-\frac13+\frac14=-\frac1{12}$:

$$t(\beta,p)=4\pi\beta^3\Big[e^{-p^2}\Big(\frac1{3p^3}+\frac1{3p}\Big)-\frac{\sqrt\pi}{12}\operatorname{erfc}p\Big],\qquad \Delta E_{\rm real}\approx\frac{t}{2V}\sum_{ij}C_{ij}.\tag{20}$$

Here $\Delta E$ is the truncated minus the exact value. The first relation of (9), with $J_2\le e^{-p^2}/2p^3$, shows that $\sqrt\pi\operatorname{erfc}p\simeq e^{-p^2}/p$ at large $p$, so $t\simeq\pi\beta^3e^{-p^2}/p$ to leading order.

For the reciprocal sum take first a one-site cell, where $W=C$. Replacing $\sum_{\mathbf k}$ by $\frac{V}{(2\pi)^3}\int4\pi k^2dk$ with $k=2\beta b$, the prefactor is $\frac{\pi^{3/2}\beta^3}{2V}\cdot\frac{V}{8\pi^3}\cdot4\pi\cdot8\beta^3=2\beta^6/\sqrt\pi$, and (11) bounds the integrand by $\frac12e^{-b^2}$:

$$\Delta E_{\rm rec}\approx\frac{2\beta^6C}{\sqrt\pi}\int_p^\infty b^2f(b)\,db\;\le\;\frac{C\beta^6}{2}\operatorname{erfc}p .\tag{21}$$

The inequality bounds the integral, not the lattice sum that the integral approximates. The prefactor can be checked at $p=0$: from (8), $\int_0^\infty b^2f\,db=\int_0^1u^2\frac{\sqrt\pi}{4}u^3du=\sqrt\pi/24$, which gives $C\beta^6/12$, equal to $E_{\rm self}$. This equality is required, because at $p=0$ the expression is $\frac C2\int\hat\phi\,d^3k/(2\pi)^3$, the inverse transform at the origin, which is $\frac C2\phi(0)$. For the program's large orthorhombic cell, where the $\mathbf k$ points are dense, at $p=3$ and $\beta=0.281360\ \mathrm{bohr}^{-1}$, the lattice sum per unit $C$ is $4.46\times10^{-9}$, the integral $4.44\times10^{-9}$ and the bound $5.48\times10^{-9}\ \mathrm{bohr}^{-6}$. For $N$ sites of one species $W=C|S|^2$, and (21) holds per site if $|S|^2/N$ averages to one over the vectors just beyond $k_c$. That condition can fail in either direction; the strict statement is $|W|\le\sum_{ij}|C_{ij}|$.

Both errors fall as $e^{-p^2}/p$. They are dominated by a thin layer beyond the cutoff: $e^{-(p+\epsilon)^2}\approx e^{-p^2}e^{-2p\epsilon}$, so the layer has width $1/2p$ in $a$ or $b$. In a small crystal cell that layer may hold a full shell of equivalent vectors or none, and (20) and (21) are then only a rough guide; in example A below, the error at $p=4$ is 16 times smaller than the estimate.

This part has derived the exact four-term Ewald form of the $r^{-6}$ energy, the matching forces and pressure, and estimates of the truncation errors. What remains is the choice of $\beta$, the cost and rounding, the algorithm, and numerical tests against an independently evaluated bare sum.
